\section*{Why Born Charges Can Exceed Nominal Ionic Charges: Bond and Chain}

\textbf{Q.} I am told that titanium in a titanate perovskite responds to a displacement as if it carried far more than four elementary charges. It has only four valence electrons to lose. What does such a number count?

\textbf{A.} It counts current. The Born charge $Z^*$ of an ion is the change of dipole moment per unit displacement of that ion, divided by $e$, at zero macroscopic electric field. I write dipoles in units of $e$ times length:
\begin{equation}
Z^*=\frac{\partial p}{\partial u}.
\end{equation}
The displaced ion need not be the only thing that carries charge. If electrons elsewhere move in response, their motion is included. A static charge, by contrast, says how many electrons sit on the ion while nothing moves. The nominal charge $Z_n$ is the static charge of the cation when every bonding electron sits on the anion.

\textbf{Q.} Covalency puts electrons back on the cation. Surely that makes its charge smaller?

\textbf{A.} It makes the static charge smaller. To see what happens to $Z^*$, take one bond. The anion is fixed at the origin and the cation is at $r$. Each site has one orbital, the two orbitals are orthogonal, and two electrons of opposite spin share them without interacting. All other charges ride rigidly with their ions, and the position operator is diagonal in the site basis. With the cation listed first,
\begin{equation}
H=\begin{pmatrix} D&-t\\-t&-D\end{pmatrix},\qquad
E=\sqrt{D^2+t^2},\qquad c=\frac DE .
\end{equation}
The level splitting is $2D$, with $D>0$, and $t>0$ is the hopping. The lower level is $-E$. The first row of the eigenvalue equation, $Dv_c-tv_a=-Ev_c$, gives $v_c=tv_a/(E+D)$. Normalization and $t^2=(E-D)(E+D)$ then give
\begin{equation}
v_c^2=\frac{t^2}{t^2+(E+D)^2}=\frac{E-D}{2E}=\frac{1-c}{2}.
\end{equation}
Two electrons therefore place $1-c$ electrons on the cation. Its static charge is
\begin{equation}
Q=Z_n-(1-c)<Z_n .
\end{equation}
The anion is at the origin and contributes nothing to the dipole, so $p=Qr$. Another origin would add a constant, because the total charge is fixed. Differentiating,
\begin{equation}
Z^*=Q+r\frac{dQ}{dr}=Z_n-(1-c)+r\frac{dc}{dr}.
\label{product}
\end{equation}
The last term is absent from any static charge.

\textbf{Q.} What fixes its sign and size?

\textbf{A.} The distance dependence of the hopping. Let $t\propto r^{-n}$ at fixed $D$, so that $dt/dr=-nt/r$. From $c=D(D^2+t^2)^{-1/2}$ we have $dc/dt=-Dt/E^3$. Since $t^2/E^2=1-c^2$,
\begin{equation}
r\frac{dc}{dr}=\frac{nDt^2}{E^3}=n\,c(1-c^2).
\label{transfer}
\end{equation}
This is positive for $n>0$. When the cation approaches the anion, the hopping grows and electrons pass from anion to cation. They travel against the cation's motion. Negative charge moving one way is the same current as positive charge moving the other way, so the electronic current adds to that of the moving ion.

Inserting Eq.~(\ref{transfer}) into Eq.~(\ref{product}) and factoring $1-c^2=(1-c)(1+c)$,
\begin{equation}
Z^*-Z_n=(1-c)\left[n\,c(1+c)-1\right].
\label{bond}
\end{equation}
If the hopping is frozen, $n=0$ and $Z^*=Q$, which is below nominal. In this model the excess comes entirely from the modulation of the hopping.

\textbf{Q.} The bracket can be negative. So the excess is not guaranteed?

\textbf{A.} Not for a single bond. It requires $n\,c(1+c)>1$, or
\begin{equation}
c>\frac{-1+\sqrt{1+4/n}}{2}.
\end{equation}
Since $c<1$, this can be met only if $n>1/2$. The two ends of the range are instructive. As $c\to1$ the bond is ionic, there is nothing to transfer, and the excess vanishes. As $c\to0$ the pair is shared equally at every distance. The transfer term vanishes, one electron rides with the cation, and the excess tends to $-1$.

The largest excess lies between. Expanding Eq.~(\ref{bond}) gives $(n+1)c-nc^3-1$. Its derivative vanishes at $c^2=(n+1)/(3n)$, which is below 1 when $n>1/2$. There $nc^3=(n+1)c/3$, so the maximum is
\begin{equation}
(Z^*-Z_n)_{\max}=\tfrac23(n+1)c-1,\qquad c=\sqrt{\frac{n+1}{3n}} .
\end{equation}
In an isolated bond, a large excess therefore needs intermediate ionicity. The chain treated below behaves differently.

\textbf{Q.} Please put in numbers.

\textbf{A.} I take round parameters in the rough regime of a Ti--O $\sigma$ bond: $r=0.2$ nm, $t=2$ eV, $2D=6$ eV, $n=3.5$ and $Z_n=4$. Then $E=\sqrt{3^2+2^2}=3.606$ eV and $c=3/3.606=0.832$. The cation holds $1-c=0.168$ electrons, so its static charge is $3.83$. The transfer term is $3.5\times0.832\times(1-0.832^2)=0.90$. Hence
\begin{equation}
Z^*=4-0.168+0.896=4.73 .
\end{equation}
The loss of static charge is outweighed about five times by the transfer. For this $n$ the excess starts at $c=0.23$ and peaks at $0.96$ for $c=0.65$. The example lies on the ionic side of the peak.

\textbf{Q.} You held the level splitting fixed. An approaching cation also attracts the electrons on the anion.

\textbf{A.} That matters in an isolated bond. Suppose $D\propto r^{-m}$. Because $c=(1+t^2/D^2)^{-1/2}$ depends only on $t/D\propto r^{-(n-m)}$, the earlier derivation holds with $n$ replaced by $n-m$. For $m=1$ the excess in the example falls from $0.73$ to $0.47$. If $m>n$, shortening the bond makes it more ionic and the transfer changes sign.

\textbf{Q.} Does the effect depend on having just two orbitals?

\textbf{A.} No, as one case shows. I solved the one-dimensional Schr\"odinger equation by finite differences for two Gaussian wells of standard deviation $0.05$ nm. The anion well is 40 eV deep and the cation well 32 eV. Two independent electrons fill the ground state. With the anion at the origin and the pair nominally on it, the excess is $-2\,d\langle x\rangle/dr$. It is $0.60$ at $r=0.2$ nm and $0.0001$ at $0.4$ nm. No hopping was put in by hand. At $0.2$ nm the electron cloud is drawn toward the approaching well, and the response dies away when the wells are far apart. When the wells nearly merge the excess turns negative, as in the covalent limit of the two-orbital bond.

\textbf{Q.} In a crystal the cation sits between two anions. What it gains from one bond it should lose from the other.

\textbf{A.} Its population does cancel in that way, but the current does not. Take an infinite chain of alternating cations and anions with equal spacing $d$, and move all cations right by $u$. Each right bond shortens and each left bond lengthens. Reflection through an anion turns $u$ into $-u$, so site populations and site levels are even in $u$. Neither changes to first order, and the splitting shift of the isolated bond drops out.

Electrons nevertheless enter the cation from the anion on its right and leave it for the anion on its left. Every site passes on what it receives. Both bonds carry electrons to the left, against the displacement, so their currents add. A table of static charges, even one listed against displacement, shows nothing of this at first order.

\textbf{Q.} Can you calculate that current?

\textbf{A.} Yes, by first-order perturbation theory. To first order the right and left hoppings are $t+s$ and $t-s$, with
\begin{equation}
s=\frac{nt}{d}\,u .
\end{equation}
Let $q$ be the wavevector and $k=qd$ the phase per bond. With Bloch phases taken at the undisplaced sites, the cation--anion element is $-(t+s)e^{ik}-(t-s)e^{-ik}$, so
\begin{equation}
H_k=D\sigma_z-2t\cos k\,\sigma_x+2s\sin k\,\sigma_y ,
\end{equation}
where the $\sigma$'s are Pauli matrices. At $s=0$ the levels are $\pm E$, now with $E=\sqrt{D^2+4t^2\cos^2k}$. Define $\cos\theta=D/E$ and $\sin\theta=2t\cos k/E$. The lower and upper states are
\begin{equation}
|-\rangle=\begin{pmatrix}\sin\frac\theta2\\ \cos\frac\theta2\end{pmatrix},\qquad
|+\rangle=\begin{pmatrix}\cos\frac\theta2\\ -\sin\frac\theta2\end{pmatrix}.
\end{equation}
Direct multiplication gives $\langle+|\sigma_y|-\rangle=-i$ and $\langle-|\sigma_x|+\rangle=\cos\theta=D/E$. The perturbation changes the occupied state by
\begin{equation}
\delta|-\rangle=|+\rangle\frac{-2is\sin k}{-2E}
=|+\rangle\frac{is\sin k}{E}.
\end{equation}

We also need the position element between the bands. From $\partial_qH_q=-i[x,H_q]$, taken between states whose energies differ by $2E$,
\begin{equation}
\langle-|x|+\rangle=\frac{i\langle-|\partial_qH_q|+\rangle}{2E}
=\frac{i\,(2td\sin k)(D/E)}{2E}
=\frac{itdD\sin k}{E^2}.
\end{equation}
Mixing within the filled band leaves the many-electron state unchanged, so this element suffices. The mean position of an electron changes by
\begin{equation}
\delta x=2\,\mathrm{Re}\left[\frac{itdD\sin k}{E^2}\,
\frac{is\sin k}{E}\right]
=-\frac{2tdDs\sin^2k}{E^3}.
\end{equation}
The minus sign confirms the leftward motion. Each cell has two electrons of charge $-1$. Averaging over $k$, written $\langle\cdots\rangle$, and inserting $s$ gives the transfer term
\begin{equation}
Z_{\rm tr}=4nt^2D\left\langle\frac{\sin^2k}{E^3}\right\rangle .
\label{ztr}
\end{equation}

The electrons already on the cation move with it. There are $2\langle\sin^2(\theta/2)\rangle=\langle1-D/E\rangle$ of them, so
\begin{equation}
Z^*=Z_n-\left\langle1-\frac DE\right\rangle+Z_{\rm tr}.
\end{equation}
Moving every cation is, to first order, the sum of moving each one. This is therefore also the Born charge for one displaced cation.

\textbf{Q.} Is there still a threshold for an excess?

\textbf{A.} Not in ionicity, once $n\ge1/2$. Use
\begin{equation}
\frac{d}{dk}\left(\frac DE\right)=\frac{4t^2D\sin k\cos k}{E^3}
\end{equation}
to write the integrand of Eq.~(\ref{ztr}), apart from $n$, as $-\tan k\,d(1-D/E)/dk$. All functions are even in $k$, so we may integrate from $0$ to $\pi/2$ by parts. The boundary term $\tan k\,(1-D/E)$ vanishes at both ends; near $\pi/2$ the second factor falls as $\cos^2k$. Thus
\begin{equation}
Z_{\rm tr}=n\left\langle\frac{1-D/E}{\cos^2k}\right\rangle .
\end{equation}
Since $1-D/E=(E^2-D^2)/[E(E+D)]=4t^2\cos^2k/[E(E+D)]$,
\begin{equation}
Z^*-Z_n=\left\langle W\,(n-\cos^2k)\right\rangle,\qquad
W=\frac{4t^2}{E(E+D)} .
\label{chain}
\end{equation}
For $n\ge1$ this is plainly positive. For smaller $n$, use $\langle\cos^2k\rangle=1/2$. With $W_0$ the value of $W$ where $\cos^2k=1/2$,
\begin{equation}
\left\langle W\left(\tfrac12-\cos^2k\right)\right\rangle
=\left\langle(W-W_0)\left(\tfrac12-\cos^2k\right)\right\rangle>0 .
\end{equation}
The two factors have the same sign because $W$ decreases as $\cos^2k$ grows. Hence the excess is positive for every $n\ge1/2$, provided $D>0$ and $t\ne0$.

At weak hopping $W\to2t^2/D^2$, and the excess tends to $(2n-1)t^2/D^2$. Equation~(\ref{bond}), with $1-c\simeq t^2/(2D^2)$, gives half of this, as one bond should. For $n<1/2$ the weak-hopping excess is negative.

\textbf{Q.} What happens when the chain becomes very covalent?

\textbf{A.} The linear response diverges. For small $D$ the average in Eq.~(\ref{ztr}) comes from $k$ near $\pi/2$. With $\kappa=\pi/2-k$,
\begin{equation}
\left\langle\frac{\sin^2k}{E^3}\right\rangle\simeq
\frac2\pi\int_0^\infty\frac{d\kappa}{(D^2+4t^2\kappa^2)^{3/2}}
=\frac{1}{\pi tD^2},
\end{equation}
so $Z_{\rm tr}\simeq4nt/(\pi D)$. This does not mean an unlimited dipole. At $k=\pi/2$ the displaced chain has energy $\sqrt{D^2+4s^2}$, so linearity requires $2s\ll D$, or $u\ll Dd/(2nt)$. That range shrinks in proportion to $D$. At $D=0$ the undisplaced chain has no gap, and a static Born charge is not defined.

\textbf{Q.} How large is the chain result for your example?

\textbf{A.} With the same parameters and $d=0.2$ nm, numerical averaging gives $0.238$ electrons on the cation and $Z_{\rm tr}=2.07$. Therefore
\begin{equation}
Z^*=4-0.238+2.072=5.83 .
\end{equation}
With frozen hopping it would be $3.76$. A rigid translation of the whole chain carries its electrons along, so the excesses of cation and anion must cancel. The anion, nominally $-2$, has $-2-1.83=-3.83$ for motion along the chain.

For $u=0.01$ nm the transfer dipole is $2.07\times0.01=0.0207$ in units of $e$ nm per cell. Dividing by the cell length of 0.4 nm shows that about $0.05$ electrons cross each bond. If one cation alone is moved by this amount, diagonalization of a long open chain shows, to leading order, its left anion gaining $0.034$ electrons and its right anion losing as many. These two changes supply $0.034\times0.4=0.0136$, about two thirds of the transfer dipole. The rest comes from more distant sites.

\textbf{Q.} I measure polarization. What does this amount to?

\textbf{A.} Place one such chain in each cubic cell of edge $0.4$ nm and move only the cations by $0.01$ nm. At zero macroscopic field, as between shorted electrodes,
\begin{equation}
P=\frac{Z^*eu}{(0.4\ {\rm nm})^3}.
\end{equation}
The nominal charge gives $10.0\ \mu$C/cm$^2$, the static charge $9.4\ \mu$C/cm$^2$ and the Born charge $14.6\ \mu$C/cm$^2$. A Berry-phase calculation, which finds the centre of the filled band from overlaps of neighbouring Bloch states, gives $14.57$ at the full displacement against $14.61$ from the linear formula. The displacement of $0.01$ nm also meets the condition found above, since $Dd/(2nt)=0.043$ nm. In a real polar distortion the other ions move too, and their contributions must be added. The near-linearity is a property of this model; first-principles Born charges of titanium fall noticeably in the polar phases of real titanates.

\textbf{Q.} How close is this model to a real titanate?

\textbf{A.} The bond length and cell edge are typical. First-principles calculations give titanium a Born charge of roughly 7, against $5.8$ here. One large assumption is the restriction to $\sigma$ orbitals. Two $\pi$ chains with half the hopping and the same $D$ and $n$ add $0.59$ each and bring the total to $7.0$. I would not read that as a confirmation. All these chains run along the displacement, whereas a titanium ion in a perovskite also has four bonds perpendicular to it. Those bonds put further electrons on the ion, which ride with it and lower $Z^*$. They also weaken the transfer along the chain, and the two effects together can cancel the whole $\pi$ gain. The parameters are also round, and other corrections matter too. The model gap of 6 eV is also about twice the rough gap of a titanate. Equation~(\ref{chain}) shows that a smaller $D$ would raise the excess at fixed $t$ and $n\ge1$; halving $D$ to 1.5 eV takes the $\sigma$ result from $5.8$ to $8.7$, a larger change than the $\pi$ chains give. Changing $n$ to 3 or 4 changes the $\sigma$ result to $5.5$ or $6.1$.

\textbf{Q.} And the interactions between electrons?

\textbf{A.} In mean field, an intersite exchange energy $J$ adds $J$ times the bond order per spin to each hopping. Let $P_R$ and $P_L$ be the bond orders of the right and left bonds. The band energy per spin and cell is $\varepsilon=-\langle\sqrt{D^2+4t^2\cos^2k+4s^2\sin^2k}\rangle$. Its derivative with respect to $s$ is $-2(P_R-P_L)$, so
\begin{equation}
\frac{P_R-P_L}{2}=-\frac14\frac{\partial\varepsilon}{\partial s}
\simeq s\left\langle\frac{\sin^2k}{E}\right\rangle .
\end{equation}
Feeding this back into the hopping difference gives
\begin{equation}
s_{\rm eff}=\frac{s}{1-J\langle\sin^2k/E\rangle}.
\end{equation}
Here $t$ already includes exchange at rest, and $s$ is the modulation before feedback. For a trial value $J=1$ eV the factor is $1.167$, which adds $2.07\times0.167=0.35$ to $Z^*$.

The diagonal position operator is another approximation. I repeated the open-chain calculation with a trial intersite position element of $0.005$ nm, directed from anion to cation and scaling with distance as $t$ does. It raises $Z^*$ by $0.36$; the opposite direction would lower it by as much. These corrections are estimates and need not add.

\textbf{Q.} Would a capacitor's field or temperature spoil the argument?

\textbf{A.} A device does break the zero-field condition. However, $1$ MV/cm across a $0.2$ nm bond is an energy drop of $0.02$ eV, which is $1/300$ of the level splitting. It barely alters the electronic states that set $Z^*$ in this model, although in a titanate with a permittivity of a few hundred it displaces the ions by as much as the example above. A polarization left unscreened also makes its own field: $14.6\ \mu$C/cm$^2$ gives a depolarizing field of tens of MV/cm, and the open-circuit dipole is then reduced by the electronic dielectric constant. At 400 K the thermal factor $e^{-D/k_BT}$ is about $10^{-38}$, so carriers excited across the model gap are negligible. Neither estimate covers defects, leakage or the motion of domains.
